# Semilocal Functionals and the Long-Range Interaction of Spherical Neutral Atoms, part 2

Two spherical neutral atoms A and B have nuclei a distance $R$ apart. Without retardation, their exact energy at large $R$ contains the dispersion term $-C_6/R^6$. We ask what a semilocal functional $\int f(n,\nabla n)\,d^3r$ of the electron density $n$ gives instead. Its slopes are bounded: $|\partial f/\partial n|\le L_n$, $|\partial f/\partial\nabla n|\le L_g$.

For superposed densities $n_A+n_B$ with tails $e^{-2\kappa r}$, the non-additive energy $\Delta E_{\rm sl}$ is at most a polynomial times $e^{-\kappa R}$. The tail integral, with $a=2\kappa$ and $z$ measured from B towards A, is

$$2\pi\int_{R/2}^{\infty}e^{-az}\left(\frac za+\frac1{a^2}\right)dz
=2\pi e^{-aR/2}\left(\frac{R}{2a^2}+\frac2{a^3}\right)
=\frac{\pi}{4\kappa^3}(\kappa R+2)e^{-\kappa R}. \tag{2}$$

The example is two parallel-spin hydrogen atoms with 1s densities $n=e^{-2r/a_0}/(\pi a_0^3)$, $x=R/a_0$ and $E_h=e^2/(4\pi\varepsilon_0a_0)$:

$$|\Delta E_{\rm sl}|\le(x+2)e^{-x}\left(L_n+\frac{2L_g}{a_0}\right). \tag{4}$$

With $r_A,r_B$ the distances from the nuclei, $\xi=(r_A+r_B)/R$ and $\eta=(r_A-r_B)/R$,

$$d^3r=\frac{\pi R^3}{4}(\xi^2-\eta^2)\,d\xi\,d\eta. \tag{5}$$

The integrals $J_k(a)=\int_1^\infty\xi^ke^{-a\xi}d\xi$ are

$$J_0=\frac{e^{-a}}a,\quad
J_1=e^{-a}\left(\frac1a+\frac1{a^2}\right),\quad
J_2=e^{-a}\left(\frac1a+\frac2{a^2}+\frac2{a^3}\right). \tag{7}$$

$$Q(a)=\int_1^\infty\!d\xi\int_{-1}^1\!d\eta\,(\xi^2-\eta^2)e^{-a\xi}
=2J_2-\frac23J_0
=e^{-a}\left(\frac4{3a}+\frac4{a^2}+\frac4{a^3}\right). \tag{9}$$

Local exchange has $f=-C_p\frac{e^2}{4\pi\varepsilon_0}n^{4/3}$, $C_p=\frac34(6/\pi)^{1/3}$. With $K=\int_{-\infty}^{\infty}[(2\cosh t)^{4/3}-2\cosh(4t/3)]\,dt=2.650$, its interaction at large $R$ is

$$\Delta E_x\simeq-\frac{3KC_p}{16\pi^{1/3}}E_h\,x\,e^{-4x/3}
=-0.3157\,E_h\,x\,e^{-4x/3}. \tag{8}$$

A neutral atom's electrostatic potential ($\phi_A$ or $\phi_B$) is

$$\phi(r)=\frac{e}{4\pi\varepsilon_0}\int_r^\infty4\pi s^2n(s)\left(\frac1r-\frac1s\right)ds. \tag{11}$$

The electrostatic interaction of the undistorted hydrogen atoms is

$$E_{\rm es}=E_he^{-2x}\left(\frac1x+\frac58-\frac{3x}{4}-\frac{x^2}{6}\right). \tag{12}$$

Orthogonality and relaxation of the orbitals remain to be examined.

### (g) Orthogonal orbitals

**Question.** Parallel-spin electrons require orthogonal orbitals. What do the kinetic energy and the density gain from this requirement?

**Solution.** Let $a$ and $b$ be the two real 1s orbitals and $S=\int ab\,d^3r$ their overlap. The orthonormal combinations are

$$g=\frac{a+b}{\sqrt{2(1+S)}},\qquad u=\frac{a-b}{\sqrt{2(1-S)}} .$$

Let $T_{aa}=E_h/2$ be the kinetic energy of one atom and $T_{ab}$ the kinetic matrix element between $a$ and $b$. The two orbitals together have

$$T=\frac{T_{aa}+T_{ab}}{1+S}+\frac{T_{aa}-T_{ab}}{1-S}
=\frac{2(T_{aa}-ST_{ab})}{1-S^2}.$$

Subtracting the value $E_h$ of two separate atoms gives

$$\Delta T=\frac{S^2E_h-2ST_{ab}}{1-S^2}.$$

From (5) and (9), $S=(x^3/4)Q(x)=(1+x+x^2/3)e^{-x}$. The atomic Schrödinger equation says that the kinetic operator acting on $b$ gives $E_h(a_0/r_B-\frac12)b$. Hence $T_{ab}/E_h=\int ab\,(a_0/r_B)\,d^3r-S/2$. Since $(\xi^2-\eta^2)/(\xi-\eta)=\xi+\eta$, the integral equals $x^2J_1(x)=(1+x)e^{-x}$. The numerator of $\Delta T/E_h$ becomes

$$S^2-2S\left[(1+x)e^{-x}-\frac S2\right]=2S\big[S-(1+x)e^{-x}\big]=\frac23Sx^2e^{-x},$$

and therefore

$$\Delta T=\frac23E_h\frac{Sx^2e^{-x}}{1-S^2}. \tag{13}$$

This is a positive energy of leading form $\frac29E_hx^4e^{-2x}$. The density $g^2+u^2$ differs from $a^2+b^2$ by

$$\delta n=\frac{S^2(a^2+b^2)-2Sab}{1-S^2}. \tag{14}$$

Its integral is zero, and $\int|\delta n|\,d^3r\le4S^2/(1-S^2)$. Its gradient is similarly small, because $|\nabla a|=a/a_0$. If the slope bounds also hold on this slightly changed density, the semilocal energy changes by at most $\int(L_n|\delta n|+L_g|\nabla\delta n|)\,d^3r$, which is exponentially small. The electrostatic change is exponentially small too, since the Coulomb singularities are integrable.

For atoms with several orbitals, every correction contains at least one overlap between an orbital of A and one of B, and the same conclusion follows.

### (h) Relaxation

**Question.** Let the orbitals relax self-consistently. Can induced dipoles produce an $R^{-6}$ energy within the semilocal theory?

**Solution.** Start from atoms that are self-consistent in the functional being used, so that $h_A\varphi_A=\epsilon_A\varphi_A$ for an occupied orbital of A. The presence of B changes the Kohn–Sham operator, and the orbital is no longer quite stationary. Apart from the exponentially small effects of orthogonalization, the residual is

$$(h_{AB}-h_A)\varphi_A=(-e\phi_B+\Delta v)\varphi_A ,$$

where $\Delta v$ is the change of the semilocal potential. By (11), $\phi_B$ is exponentially small near A. Near B it is large, but there $\varphi_A$ is exponentially small.

For local exchange,

$$\Delta v=-\frac43C_p\frac{e^2}{4\pi\varepsilon_0}\left[(n_A+n_B)^{1/3}-n_A^{1/3}\right].$$

Cubing both sides shows that $(u+v)^{1/3}\le u^{1/3}+v^{1/3}$, so the bracket is at most $n_B^{1/3}$. The squared norm of $\Delta v\,\varphi_A$ is then bounded by a constant times $\int n_B^{2/3}n_A\,d^3r$. On A's side $n_B^{2/3}$ is at most of order $e^{-2\kappa R/3}$; on B's side $n_A$ is at most of order $e^{-\kappa R}$. The residual is exponentially small. For a gradient functional, the corresponding property of $\Delta v$ is an additional assumption.

Let $g$ now denote the size of the energy gradient produced by this residual, and let $q$ measure the orbital change. Suppose the energy has curvature at least $m>0$, independent of $R$, over the region containing the relaxed state. Then

$$E(q)\ge E(0)-gq+\frac12mq^2\ge E(0)-\frac{g^2}{2m}. \tag{15}$$

The last step inserts the minimum at $q=g/m$. The energy gained by relaxation is exponentially small.

The long-range Coulomb coupling deserves a closer look, because it could reduce the curvature. Let $\mathbf r_1$ and $\mathbf r_2$ be the electron positions measured from nuclei A and B, with $z$ along the line from A to B. The interaction is

$$V=\frac{e^2}{4\pi\varepsilon_0}\left[\frac1R-\frac1{|\mathbf R-\mathbf r_1|}-\frac1{|\mathbf R+\mathbf r_2|}+\frac1{|\mathbf R+\mathbf r_2-\mathbf r_1|}\right].$$

Expand with $1/|\mathbf R+\mathbf u|\simeq1/R-u_z/R^2+(2u_z^2-u_x^2-u_y^2)/(2R^3)$. The constant and linear terms cancel, as do the squares belonging to one electron. The cross terms remain:

$$V\simeq\frac{e^2}{4\pi\varepsilon_0R^3}(x_1x_2+y_1y_2-2z_1z_2). \tag{16}$$

A mean-field energy contains the product of the mean displacements, hence of the mean dipoles $d_A$ and $d_B$. In linear response, creating a dipole $d$ costs $d^2/(2\alpha)$, where $\alpha$ is the polarizability. Along the axis,

$$W=\frac{d_A^2+d_B^2}{2\alpha}-\frac{2d_Ad_B}{4\pi\varepsilon_0R^3}. \tag{17}$$

The curvatures for $d_A=\pm d_B$ are $1/\alpha\mp2/(4\pi\varepsilon_0R^3)$. Both are positive when $R^3>2\alpha/(4\pi\varepsilon_0)$. The minimum is then $d_A=d_B=0$ with $W=0$. With the exact hydrogen value $\alpha/(4\pi\varepsilon_0)=4.50\,a_0^3$, this simple model requires $R>2.08\,a_0$. In a semilocal calculation the polarizability of the functional's own atom belongs here; for local exchange alone it is about $6.4\,a_0^3$, which gives $R>2.3\,a_0$. At larger distances a mean dipole costs more than its interaction returns, and no $R^{-6}$ energy appears.

The stability assumption matters. If the functional lowers its energy by moving a fractional charge $Q_c$ from one separated atom to the other, the atoms attract as $-Q_c^2/(4\pi\varepsilon_0R)$. That is a spurious power law, and it is still not dispersion.

### (i) Where the dispersion energy comes from

**Question.** Treat (16) by second-order perturbation theory for two hydrogen atoms. Why does this energy survive when the mean dipoles vanish?

**Solution.** At large $R$, assign one electron to each atom, neglecting exponentially small exchange. The first-order energy is zero because each mean displacement is zero. Let $z_i$ be the transition length $\langle i|z|0\rangle$ to p state $i$, and $\omega_i$ its excitation energy. The $xx$, $yy$ and $zz$ terms lead to different pairs of p states, with squared weights $1+1+4=6$. Thus

$$E^{(2)}=-\frac{C_6}{R^6},\qquad
C_6=6\left(\frac{e^2}{4\pi\varepsilon_0}\right)^2\sum_{ij}\frac{z_i^2z_j^2}{\omega_i+\omega_j}. \tag{18}$$

Diagonalizing the hydrogen Hamiltonian in seven p functions, with radial parts $u=r^pe^{-r/a_0}$ for $p=2,\ldots,8$, replaces the infinite set of states by a finite one. It gives

$$C_6=6.499\,E_ha_0^6=6.222\times10^{-79}\ \text{J m}^6 .$$

A short estimate reproduces the size. Replace all excitations by one with energy $\omega$ and $z^2=\langle z^2\rangle=a_0^2$. In units of $E_h$ and $a_0$, the polarizability $2z^2/\omega=4.5$ gives $\omega=0.444$. Then $C_6\approx6/(2\omega)=6.75$, about 4% above the computed value.

The perturbed wave function contains states in which both atoms are excited together. Within a pair of p states $\langle z_1z_2\rangle$ vanishes by parity, but the cross term between these states and the unperturbed ground state does not. With the coupling (16), the full wave function therefore has $\langle z_1z_2\rangle\ne0$, of order $R^{-3}$, although $\langle z_1\rangle=\langle z_2\rangle=0$. (The next term of the multipole expansion, which couples a dipole to a quadrupole, adds mean dipoles of order $R^{-7}$. They do not affect $C_6$.) The energy comes from this correlation between distant electrons. A semilocal integrand sees the density near one point at a time and has no term that records it.

The same wave function shows a limit of the result. Its first-order part scales as $R^{-3}$ and excites both electrons, so the density changes at order $R^{-6}$. If such a correlated density were inserted into a semilocal functional, the energy could inherit a power-law change from the input. The exponential result concerns superposed atoms, or densities produced by the semilocal theory under the stated conditions.

### (j) Numerical comparison

**Question.** Compare the contributions at several distances. Does a self-consistent calculation support the exponential decay?

**Solution.** For fixed 1s densities the energies in eV are:

| $R/a_0$ | local exchange | PBE | $-C_6/R^6$ |
|---:|---:|---:|---:|
| 8 | $-1.8\times10^{-3}$ | $-1.6\times10^{-3}$ | $-6.7\times10^{-4}$ |
| 12 | $-1.3\times10^{-5}$ | $-2.1\times10^{-5}$ | $-5.9\times10^{-5}$ |
| 16 | $-8.0\times10^{-8}$ | $-1.4\times10^{-7}$ | $-1.1\times10^{-5}$ |
| 20 | $-4.8\times10^{-10}$ | $-8.6\times10^{-10}$ | $-2.8\times10^{-6}$ |

At $12\,a_0$, for example, the last column is $-6.499\times27.21/12^6$ eV. At $20\,a_0$ the PBE energy is about 0.03% of the dispersion energy. At $8\,a_0$ it is the larger of the two, but the leading dispersion term is then being used where the atoms still overlap.

The kinetic energy (13) is $6.0\times10^{-6}$ eV at $12\,a_0$ and $4.8\times10^{-12}$ eV at $20\,a_0$. These entries should not be added to form a total interaction, because the energy change caused by $\delta n$ is not included.

A separate calculation relaxed both orbitals with local exchange in a finite Gaussian basis. It omits correlation and has a self-interaction error. The interaction was $-6.13\times10^{-5}$, $-2.94\times10^{-6}$ and $-1.51\times10^{-7}$ eV at 12, 15 and $18\,a_0$. It falls by factors of 20.8 and 19.5 over two equal steps. An $R^{-6}$ law would give 3.8 and 3.0. Nearly equal factors over equal steps are the mark of an exponential. Gaussian functions describe the far tail imperfectly, so the third digit of these values is not converged. A denser Gaussian basis gives $-6.15\times10^{-5}$, $-2.97\times10^{-6}$ and $-1.49\times10^{-7}$ eV. Using a numerical atomic orbital for the unrelaxed part and adding the relaxation energy from the denser basis gives about $-6.17\times10^{-5}$, $-2.95\times10^{-6}$ and $-1.39\times10^{-7}$ eV, with factors 20.9 and 21.2. The values at 12 and $15\,a_0$ are thus uncertain by about 1%, and the value at $18\,a_0$, with the second factor, by about 10%.

The relaxation part falls from $-2.9\times10^{-6}$ eV to about $-1\times10^{-9}$ eV over the same range, also much faster than $R^{-6}$. The last value depends on the basis and is meant only as an order of magnitude. The gap between occupied and empty orbitals stays near 7 eV at all three distances. The occupied level of the atom lies at $-6.7$ eV, so the lowest empty orbital in this basis is unbound and the size of the gap depends on the basis. A steady gap is consistent with the curvature assumed in (15) but does not prove it.

At $12\,a_0$ this self-consistent energy happens to be close to the dispersion energy, $-5.9\times10^{-5}$ eV. At $18\,a_0$ the dispersion energy is $-5.2\times10^{-6}$ eV, more than 30 times larger in magnitude than the local-exchange result. Agreement at one distance therefore does not show that a functional contains dispersion; the dependence on distance has to be examined. The numerical check compares (2), (11), (12), (13) and $S$ with direct quadrature, confirms the approach to the asymptotic law (8) and the bound (4), and asserts that the self-consistent interaction and its relaxation part fall faster than $R^{-6}$.

## Computed results

```
Bohr radius a0 = 5.291772e-11 m
Hartree energy E_h = 27.211386 eV
Exchange constant C_p = 0.930526 (dimensionless)
Integral K = 2.649958 (dimensionless)
Local-exchange law prefactor = 0.315684 E_h
Local exchange / leading law at R = 20 a0: 1.06238
Local exchange / leading law at R = 40 a0: 1.03435
Local exchange / leading law at R = 80 a0: 1.01796
Polarizability of H / (4 pi eps0) = 4.500000 a0^3
Critical distance for mean dipoles = 2.0801 a0
C6 of H-H = 6.49903 E_h a0^6
C6 of H-H = 6.22180e-79 J m^6
Pair diagonalization at 20 a0 = -2.76324e-06 eV
PBE slope bound L_n = 23.4815 eV
PBE slope bound L_g = 0.7884 eV a0
Fixed 1s densities, energies in eV:
R/a0  local exch.   PBE xc      electrostatic
   6  -1.935e-02  -1.020e-02  -1.623e-03
   8  -1.779e-03  -1.575e-03  -4.874e-05
  12  -1.264e-05  -2.055e-05  -3.317e-08
  16  -8.020e-08  -1.431e-07  -1.860e-11
  20  -4.788e-10  -8.628e-10  -9.363e-15
R/a0  kinetic     -C6/R^6     PBE bound
   6  7.641e-02  -3.790e-03  4.978e-01
   8  3.964e-03  -6.746e-04  8.419e-02
  12  6.016e-06  -5.923e-05  2.158e-03
  16  6.019e-09  -1.054e-05  5.078e-05
  20  4.758e-12  -2.763e-06  1.136e-06
R/a0  overlap integral (a0^-3)  |local exch.|/overlap (eV a0^3)
   6  1.491e-05  1.298e+03
   8  4.582e-07  3.882e+03
  12  3.260e-10  3.879e+04
  16  1.886e-13  4.252e+05
  20  9.708e-17  4.932e+06
Self-consistent local exchange:
R/a0  interaction (eV)  relaxation (eV)  orbital gap (eV)
  12  -6.127e-05  -2.906e-06  7.009
  15  -2.942e-06  -5.886e-08  7.021
  18  -1.510e-07  -9.524e-10  7.051
Effective inverse power, 12 to 15 a0: 13.61
Effective inverse power, 15 to 18 a0: 16.29
```
